# Resistance of a conical via between spherical equipotential caps: verification in Python

```python
"""
Result under test: a metal cone of half-angle theta with an insulating wall
and equipotential spherical end caps centred on the apex has
    R_exact / R_slow = (1 + cos(theta)) / (2 cos(theta)),
    R_slow = rho * L / (pi * a1 * a2).
rho: resistivity; s1, s2: distances of the caps from the apex;
a1, a2: rim radii s*sin(theta); L: axial distance between the rim planes.
Lengths are in nm, resistivity in ohm nm, resistance in ohm.
The solver assumes axial symmetry only, not radial current flow.
"""
import numpy as np
from numpy.polynomial import Legendre
from scipy.integrate import quad
from scipy.special import ellipkm1


def resistance_bounds(theta, s1, s2, flat=False, n_u=14, n_v=10):
    """Lower and upper variational bounds on R/rho, in 1/length.

    u runs from the narrow to the wide end, v from the axis to the wall.
    flat=True replaces the caps by flat discs through the same rims.
    """
    x, w = np.polynomial.legendre.leggauss(44)
    u, v = np.meshgrid((x + 1) / 2, (x + 1) / 2, indexing="ij")
    quadrature = np.outer(w, w) / 4
    alpha = theta * v
    shape = np.cos(theta) / np.cos(alpha) if flat else np.ones_like(v)
    s = (s1 + (s2 - s1) * u) * shape
    s_u = (s2 - s1) * shape
    s_v = s * np.tan(alpha) * theta if flat else np.zeros_like(v)
    axis_distance = s * np.sin(alpha)
    area = quadrature * s * s_u * theta

    def gradient(f_u, f_v):
        return np.stack([f_u / s_u, (f_v - f_u * s_v / s_u) / (theta * s)])

    def minimum(weight, start, basis):
        root = np.sqrt(weight * area)
        b = (gradient(*start) * root).ravel()
        a = np.column_stack([(gradient(*f) * root).ravel() for f in basis])
        a /= np.linalg.norm(a, axis=0)
        c = np.linalg.lstsq(a, -b, rcond=None)[0]
        residual = b + a @ c
        return residual @ residual

    pu = [Legendre.basis(i)(2 * u - 1) for i in range(n_u)]
    du = [2 * Legendre.basis(i).deriv()(2 * u - 1) for i in range(n_u)]
    pv = [Legendre.basis(j)(2 * v**2 - 1) for j in range(n_v)]
    dv = [4 * v * Legendre.basis(j).deriv()(2 * v**2 - 1) for j in range(n_v)]
    one, zero = np.ones_like(u), np.zeros_like(u)

    # Potentials: 0 on the narrow end, 1 on the wide end, free on the wall.
    bubble, bubble_u = u * (1 - u), 1 - 2 * u
    potentials = [((bubble_u * pu[i] + bubble * du[i]) * pv[j],
                   bubble * pu[i] * dv[j])
                  for i in range(n_u) for j in range(n_v)]
    conductance = minimum(2 * np.pi * axis_distance, (one, zero), potentials)

    # Enclosed current: 0 on the axis, 1 on the wall, free on the ends.
    edge, edge_v = v**2 * (1 - v**2), 2 * v - 4 * v**3
    currents = [(du[i] * edge * pv[j],
                 pu[i] * (edge_v * pv[j] + edge * dv[j]))
                for i in range(n_u) for j in range(n_v)]
    upper = minimum(1 / (2 * np.pi * axis_distance), (zero, 2 * v), currents)
    return 1 / conductance, upper


def factor(theta):
    return (1 + np.cos(theta)) / (2 * np.cos(theta))


def slow_by_quadrature(theta, s1, s2):
    """Sum of flat slices between the rim planes, divided by rho."""
    return quad(lambda z: 1 / (np.pi * (z * np.tan(theta))**2),
                s1 * np.cos(theta), s2 * np.cos(theta), epsabs=0)[0]


def close(a, b, tolerance):
    return abs(a / b - 1) < tolerance


# The factor, at several angles and two length ratios.
for degrees, ratio in [(10, 2.0), (30, 2.0), (30, 3.0), (60, 2.0), (80, 2.0)]:
    angle = np.radians(degrees)
    low, high = resistance_bounds(angle, 1.0, ratio)
    slow = slow_by_quadrature(angle, 1.0, ratio)
    assert close(low / slow, factor(angle), 1e-7)
    assert close(high / slow, factor(angle), 1e-7)
    # Using the cap-to-cap distance as the length gives another ratio.
    misused = (ratio - 1) / (np.pi * ratio * np.sin(angle)**2)
    assert close(low / misused, (1 + np.cos(angle)) / 2, 1e-7)

# Small-angle expansion and hemispherical limit.
small = 0.1
low, high = resistance_bounds(small, 1.0, 2.0)
series = 1 + small**2 / 4 + 5 * small**4 / 48
assert close(low / slow_by_quadrature(small, 1.0, 2.0), series, 2e-7)
low, high = resistance_bounds(np.pi / 2, 1.0, 2.0)
assert close(low, (1 - 1 / 2) / (2 * np.pi), 1e-7)
assert close(high, (1 - 1 / 2) / (2 * np.pi), 1e-7)

# Worked example: sloped nickel via, rough material values.
theta_deg, a1, length, rho = 30.0, 200.0, 400.0, 70.0
theta = np.radians(theta_deg)
cosine = np.cos(theta)
a2 = a1 + length * np.tan(theta)
s1, s2 = a1 / np.sin(theta), a2 / np.sin(theta)
r_slow = rho * length / (np.pi * a1 * a2)
r_exact = rho * (1 / s1 - 1 / s2) / (2 * np.pi * (1 - cosine))
assert close(r_slow, rho * slow_by_quadrature(theta, s1, s2), 1e-9)
cap_low, cap_high = (rho * r for r in resistance_bounds(theta, s1, s2))
assert close(cap_low, r_exact, 1e-7) and close(cap_high, r_exact, 1e-7)

cap_area = quad(lambda t: 2 * np.pi * s1**2 * np.sin(t), 0, theta)[0]
disc_area = np.pi * a1**2
assert close(cap_area / disc_area, 2 / (1 + cosine), 1e-10)
path_ratio = (s2 - s1) / length
assert close(path_ratio * disc_area / cap_area, cap_low / r_slow, 1e-7)

# Flat end faces: rim corners slow the convergence, so bounds stay apart.
flat_low, flat_high = (rho * r for r in resistance_bounds(
    theta, s1, s2, flat=True, n_u=16, n_v=12))
tube_bound = r_slow * np.tan(theta)**2 / (2 * np.log(1 / cosine))
assert r_slow < flat_low <= flat_high < tube_bound
assert flat_high / flat_low - 1 < 5e-3

# Spreading below an equipotential disc on a thick block.
r_spread = rho / (4 * a1)


def disc_potential(r0):
    """Potential per unit current for density 1/(2 pi a sqrt(a^2-r^2))."""
    def ring(phi):
        r = a1 * np.sin(phi)
        return 4 * r * ellipkm1(((r - r0) / (r + r0))**2) / (r + r0)
    split = np.arcsin(r0 / a1)
    total = quad(ring, 0, split)[0] + quad(ring, split, np.pi / 2)[0]
    return rho * total / (4 * np.pi**2 * a1)


for fraction in (0.2, 0.5, 0.9):
    assert close(disc_potential(fraction * a1), r_spread, 1e-5)

# Specific resistance of the narrow interface, ohm nm^2.
specific_interface = 1000.0
r_interface = specific_interface / cap_area

# Diffuse wall scattering in a round wire, from free paths to the wall.
mean_free_path = 6.0


def wire_resistivity_ratio(radius):
    x, w = np.polynomial.legendre.leggauss(100)
    angle, weight = (x + 1) * np.pi / 4, w * np.pi / 4
    polar, offset = np.meshgrid(angle, angle, indexing="ij")
    reach = mean_free_path * np.sin(polar)
    chord = 2 * radius * np.cos(offset)
    line = reach * (1 - np.exp(-chord / reach))
    mean_loss = line * 2 * radius * np.cos(offset) / (np.pi * radius**2)
    integrand = 3 * np.cos(polar)**2 * np.sin(polar) * mean_loss
    return 1 / (1 - weight @ integrand @ weight)


for radius in (a1, a2):
    expected = 3 * mean_free_path / (8 * radius)
    assert close(wire_resistivity_ratio(radius) - 1, expected, 0.03)
z1, z2 = s1 * cosine, s2 * cosine
wall_sum = quad(lambda z: 3 * mean_free_path / (8 * z * np.tan(theta))
                / (np.pi * (z * np.tan(theta))**2), z1, z2, epsabs=0)[0]
wall_excess = wall_sum / slow_by_quadrature(theta, s1, s2)
assert close(wall_excess, 3 * mean_free_path * (1/a1 + 1/a2) / 16, 1e-8)

# Grain-boundary scattering in the Mayadas-Shatzkes model.
grain_size, reflection = 100.0, 0.3
grain = mean_free_path / grain_size * reflection / (1 - reflection)
grain_conductivity = quad(lambda m: 3 * m**3 / (m + grain), 0, 1)[0]
closed = 1 - 1.5*grain + 3*grain**2 - 3*grain**3*np.log(1 + 1/grain)
assert close(grain_conductivity, closed, 1e-9)
grain_excess = 1 / grain_conductivity - 1

# Linear rise of resistivity with temperature.
temperature_coefficient, t_reference, t_use = 0.006, 300.0, 360.0
thermal_excess = temperature_coefficient * (t_use - t_reference)

print("WORKED EXAMPLE: sloped nickel via (rough material values)")
print(f"half-angle theta = {theta_deg:.0f} degrees")
print(f"narrow rim radius a1 = {a1:.0f} nm")
print(f"axial rim separation L = {length:.0f} nm")
print(f"resistivity rho = {rho:.0f} ohm nm = {rho / 10:.0f} microohm cm")
print(f"wide rim radius a2 = {a2:.1f} nm")
print(f"cap distances s1, s2 = {s1:.1f}, {s2:.1f} nm")
print(f"slow-taper resistance = {1e3 * r_slow:.2f} milliohm")
print(f"exact cap-to-cap resistance = {1e3 * r_exact:.2f} milliohm")
print(f"difference = {1e3 * (r_exact - r_slow):.2f} milliohm")
print(f"ratio exact/slow = {r_exact / r_slow:.5f}")
print(f"factor from theta = {factor(theta):.5f}")
print(f"solver lower bound, caps = {1e3 * cap_low:.5f} milliohm")
print(f"solver upper bound, caps = {1e3 * cap_high:.5f} milliohm")
print(f"path ratio, shell/slice = {path_ratio:.5f}")
print(f"area ratio, cap/disc = {cap_area / disc_area:.5f}")
r_misused = rho * (s2 - s1) / (np.pi * a1 * a2)
print(f"slow formula with L replaced by s2-s1 = {1e3*r_misused:.2f} milliohm")
print(f"exact / that misused value = {r_exact / r_misused:.5f}")
print("FACTOR AT OTHER ANGLES")
for degrees in (3, 10, 30, 45, 60, 80):
    print(f"theta = {degrees} degrees: factor = "
          f"{factor(np.radians(degrees)):.5f}")
print("EFFECTS OUTSIDE THE MODEL")
print(f"flat ends, lower bound = {1e3 * flat_low:.2f} milliohm")
print(f"flat ends, upper bound = {1e3 * flat_high:.2f} milliohm")
print(f"flat ends / slow taper = {flat_low / r_slow:.4f} to "
      f"{flat_high / r_slow:.4f}")
print(f"ray-tube upper bound, flat ends = {1e3 * tube_bound:.2f} milliohm")
print(f"spreading into thick nickel block = {1e3 * r_spread:.1f} milliohm")
print(f"input: specific interface resistance = "
      f"{specific_interface:.0f} ohm nm^2")
print(f"narrow cap area = {cap_area:.0f} nm^2")
print(f"narrow interface resistance = {1e3 * r_interface:.2f} milliohm")
print(f"input: electron mean free path = {mean_free_path:.0f} nm")
print(f"diffuse wall scattering adds {100 * wall_excess:.2f} percent")
print(f"inputs: grain size = {grain_size:.0f} nm, "
      f"boundary reflection = {reflection:.1f}")
print(f"grain-boundary parameter = {grain:.4f}")
print(f"grain boundaries add {100 * grain_excess:.1f} percent")
print(f"input: temperature coefficient = {temperature_coefficient:.3f} per K")
print(f"warming from {t_reference:.0f} to {t_use:.0f} K adds "
      f"{100 * thermal_excess:.0f} percent")
print(f"geometric correction adds {100 * (r_exact/r_slow - 1):.2f} percent")
print("all tests passed")
```

Running it gives:

```
WORKED EXAMPLE: sloped nickel via (rough material values)
half-angle theta = 30 degrees
narrow rim radius a1 = 200 nm
axial rim separation L = 400 nm
resistivity rho = 70 ohm nm = 7 microohm cm
wide rim radius a2 = 430.9 nm
cap distances s1, s2 = 400.0, 861.9 nm
slow-taper resistance = 103.41 milliohm
exact cap-to-cap resistance = 111.41 milliohm
difference = 8.00 milliohm
ratio exact/slow = 1.07735
factor from theta = 1.07735
solver lower bound, caps = 111.40846 milliohm
solver upper bound, caps = 111.40846 milliohm
path ratio, shell/slice = 1.15470
area ratio, cap/disc = 1.07180
slow formula with L replaced by s2-s1 = 119.41 milliohm
exact / that misused value = 0.93301
FACTOR AT OTHER ANGLES
theta = 3 degrees: factor = 1.00069
theta = 10 degrees: factor = 1.00771
theta = 30 degrees: factor = 1.07735
theta = 45 degrees: factor = 1.20711
theta = 60 degrees: factor = 1.50000
theta = 80 degrees: factor = 3.37939
EFFECTS OUTSIDE THE MODEL
flat ends, lower bound = 115.23 milliohm
flat ends, upper bound = 115.25 milliohm
flat ends / slow taper = 1.1143 to 1.1145
ray-tube upper bound, flat ends = 119.82 milliohm
spreading into thick nickel block = 87.5 milliohm
input: specific interface resistance = 1000 ohm nm^2
narrow cap area = 134686 nm^2
narrow interface resistance = 7.42 milliohm
input: electron mean free path = 6 nm
diffuse wall scattering adds 0.82 percent
inputs: grain size = 100 nm, boundary reflection = 0.3
grain-boundary parameter = 0.0257
grain boundaries add 3.8 percent
input: temperature coefficient = 0.006 per K
warming from 300 to 360 K adds 36 percent
geometric correction adds 7.74 percent
all tests passed
```
